# Axial effective masses of electrons in a [110] silicon wire

## Problem

A long silicon wire has its axis along [110]. The conduction band has six valleys, two on each cubic axis. Near its minimum each valley is an ellipsoid, with mass $m_l$ along its own cubic axis and $m_t$ in the two directions across it. Masses are given as multiples of the free electron mass $m$, and the values $m_l=0.916$ and $m_t=0.19$ are taken as inputs.

The electron is confined by hard walls and, inside them, by a real potential $V$ that depends on the two transverse coordinates but not on the coordinate along the wire. Each valley is treated separately in the parabolic effective-mass approximation.

1. Estimate by scaling how the energy of the lowest subband depends on the axial wave number $k$. Does the axial mass depend on the thickness of the wire?
2. Find the axial mass of every subband, for each of the six valleys, without approximation within this model.
3. Find the mean transverse momentum and the mean transverse velocity in a subband state.
4. For a rectangular cross-section, decide which valleys supply the lowest subband. Treat a wire 5 nm wide and 5 nm high, and a fin 5 nm wide and 10 nm high.

## The valleys in the axes of the wire

Let $a$, $b$ and $c$ be coordinates along [110], $[1\bar10]$ and [001]. The first runs along the wire; the other two span its cross-section. The wave vector is measured from the valley minimum, so $k$ is the axial wave number counted from the projection of that minimum on the axis. A valley whose axis is the unit vector $\mathbf u$ has the energy

$$
E=\frac{\hbar^2}{2m}\sum_{ij}W_{ij}k_ik_j,\qquad
W_{ij}=\frac{1}{m_t}\delta_{ij}+\left(\frac1{m_l}-\frac1{m_t}\right)u_iu_j .
$$

This is the ellipsoid described above: along $\mathbf u$ the inverse mass is $1/m_l$, and across $\mathbf u$ it is $1/m_t$. Since $\mathbf u$ enters twice, opposite valleys have the same tensor, and three cases remain.

For the [100] valleys, $\mathbf u=(1,1,0)/\sqrt2$ in the order $a,b,c$. Hence

$$
W_{aa}=W_{bb}=\frac12\left(\frac1{m_l}+\frac1{m_t}\right),\quad
W_{ab}=\frac12\left(\frac1{m_l}-\frac1{m_t}\right),\quad
W_{cc}=\frac1{m_t},
$$

and $W_{ac}=W_{bc}=0$. The numbers are $W_{aa}=W_{bb}=3.177$, $W_{ab}=-2.086$ and $W_{cc}=5.263$.

For the [010] valleys, $\mathbf u=(1,-1,0)/\sqrt2$. The only change is the sign of $W_{ab}$.

For the [001] valleys, $\mathbf u=(0,0,1)$. The tensor is diagonal, with $W_{aa}=W_{bb}=1/m_t$ and $W_{cc}=1/m_l$.

In the wire $k$ remains a good quantum number, because nothing depends on $a$. The transverse wave numbers do not: they become the operators $\kappa_b=-i\partial_b$ and $\kappa_c=-i\partial_c$. With the envelope function $e^{ika}\chi(b,c)$, the Hamiltonian acting on $\chi$ is

$$
H_k=\frac{\hbar^2}{2m}\left(W_{aa}k^2+2kW_{ab}\kappa_b+W_{bb}\kappa_b^2+W_{cc}\kappa_c^2\right)+V(b,c).
$$

The factor 2 arises because $W_{ab}$ and $W_{ba}$ contribute equally. The function $\chi$ vanishes at the walls.

## First estimate by scaling

At $k=0$ the Hamiltonian is real, so its bound states can be chosen real. For a real state that vanishes at the walls,

$$
\langle\kappa_b\rangle=-i\int\chi\,\partial_b\chi\,db\,dc
=-\frac i2\int\partial_b(\chi^2)\,db\,dc=0 .
$$

It is then tempting to drop the term linear in $\kappa_b$. What remains is $\hbar^2W_{aa}k^2/2m$, hence an axial mass $1/W_{aa}$. This gives 0.19 for the [001] valleys and

$$
\frac1{W_{aa}}=\frac{2m_lm_t}{m_l+m_t}=0.315
$$

for the other four.

For the [001] valleys nothing has been neglected, since $W_{ab}=0$. For the others the neglected term must be estimated in second order. Let $L$ be the width of the wire along $b$. The coupling is $(\hbar^2/m)kW_{ab}\kappa_b$, and its matrix elements to excited transverse states are of order $\hbar^2kW_{ab}/(mL)$. The confinement energies that separate these states are of order $\hbar^2W_{bb}/(mL^2)$. The shift of the lowest subband is therefore

$$
\Delta E\sim-\frac{\left(\hbar^2kW_{ab}/mL\right)^2}{\hbar^2W_{bb}/mL^2}
=-\frac{\hbar^2k^2}{m}\frac{W_{ab}^2}{W_{bb}} .
$$

The width has cancelled. A thinner wire has more widely spaced levels, which resist mixing, but its states also contain larger transverse momenta, which strengthen the coupling. The two effects balance, so the correction survives in the thinnest wire.

The estimate can be written as

$$
\frac1{m_w}=W_{aa}-C\,\frac{W_{ab}^2}{W_{bb}},
$$

where $m_w$ is the axial mass and $C$ is a positive number of order one that scaling cannot supply. Here $W_{ab}^2/W_{bb}=2.086^2/3.177=1.37$, to be compared with $W_{aa}=3.18$. The correction is not small. The mass of the lowest subband in these four valleys is independent of size, and it is appreciably larger than 0.315.

## Exact solution

**Completing the square.** Since $k$ is a number, it commutes with $\kappa_b$, and

$$
W_{bb}\kappa_b^2+2kW_{ab}\kappa_b
=W_{bb}\left(\kappa_b+\frac{W_{ab}}{W_{bb}}k\right)^2-\frac{W_{ab}^2}{W_{bb}}k^2 .
$$

Define the wave number $q=-kW_{ab}/W_{bb}$. Then

$$
H_k=\frac{\hbar^2}{2m}\left[W_{bb}(\kappa_b-q)^2+W_{cc}\kappa_c^2\right]+V
+\frac{\hbar^2k^2}{2m}\left(W_{aa}-\frac{W_{ab}^2}{W_{bb}}\right).
$$

**Removing the shift.** Write $\chi=e^{iqb}\varphi$. The product rule gives

$$
\kappa_b\left(e^{iqb}\varphi\right)=e^{iqb}(\kappa_b+q)\varphi,
\qquad\text{so}\qquad
(\kappa_b-q)\left(e^{iqb}\varphi\right)=e^{iqb}\kappa_b\varphi .
$$

Applying the second relation twice turns $(\kappa_b-q)^2$ into $\kappa_b^2$. The phase factor commutes with $\kappa_c$ and with the local potential $V(b,c)$. It has modulus one, so $\varphi$ vanishes at the walls just where $\chi$ does. The equation for $\varphi$ is therefore the transverse problem at $k=0$, apart from an added constant. If its levels are $E_j(0)$, then

$$
E_j(k)=E_j(0)+\frac{\hbar^2k^2}{2m\,m_w},\qquad
\frac1{m_w}=W_{aa}-\frac{W_{ab}^2}{W_{bb}} .
$$

No property of $V$ was used except that it is local and independent of $a$. Within the model, all subbands of one valley have the same axial mass, whatever the shape, size or orientation of the cross-section about the axis.

**The four inclined valleys.** For [100] and [010], $W_{bb}=W_{aa}$, so that

$$
\frac1{m_w}=\frac{W_{aa}^2-W_{ab}^2}{W_{aa}}
=\frac{(W_{aa}+W_{ab})(W_{aa}-W_{ab})}{W_{aa}} .
$$

For [100] the two factors in the numerator are $1/m_l$ and $1/m_t$; for [010] they change places. The denominator is $(m_l+m_t)/(2m_lm_t)$. Hence

$$
\frac1{m_w}=\frac1{m_lm_t}\,\frac{2m_lm_t}{m_l+m_t}=\frac2{m_l+m_t},
\qquad
m_w=\frac{m_l+m_t}{2}=\frac{0.916+0.19}{2}=0.553 .
$$

**The two upright valleys.** For [001], $W_{ab}=0$ and $m_w=1/W_{aa}=m_t=0.19$.

In ordinary units the two masses are $1.73\times10^{-28}$ g for the [001] pair and $5.04\times10^{-28}$ g for the other four valleys.

## Momentum without velocity

The wave number removed from the equation is still present in the state. For the [100] valleys

$$
q=-k\,\frac{1/m_l-1/m_t}{1/m_l+1/m_t}
=k\,\frac{m_l-m_t}{m_l+m_t}=0.656\,k,
$$

and for the [010] valleys $q=-0.656\,k$. Choosing $\varphi$ real gives $\langle\kappa_b\rangle=q$, so the mean transverse momentum, counted from the valley minimum, is $\hbar q$. The velocity operator is

$$
v_b=\frac1{i\hbar}[b,H_k]=\frac\hbar m\left(W_{bb}\kappa_b+W_{ab}k\right)
=\frac{\hbar W_{bb}}m(\kappa_b-q),
$$

and its mean is zero. This is what confinement demands: a bound state does not drift towards a wall. In an inclined ellipsoid, velocity and momentum are not parallel, so a purely axial velocity requires a transverse momentum.

The same condition gives the mass classically. Minimizing the valley energy over the transverse momentum at fixed $k$ means $\partial E/\partial k_b=0$, which is zero transverse velocity. The minimum lies at $k_b=q$, and its energy is $\hbar^2k^2/(2m\,m_w)$.

The argument also extends to other wire axes. Let $M=W^{-1}$ be the mass tensor. If the velocity has magnitude $v$ and lies along the unit vector $\mathbf n$ of the axis, the momentum is $\mathbf p=mM\mathbf n\,v$. Its axial part is $\hbar k=m(\mathbf n\cdot M\mathbf n)v$, so

$$
m_w=\mathbf n\cdot M\mathbf n .
$$

For $\mathbf n=[110]/\sqrt2$, the [100] valley has the masses $m_l,m_t,m_t$ on the cubic axes, and the formula returns $(m_l+m_t)/2$. A wire averages masses along its axis, whereas the first guess averaged inverse masses.

## Comparison of the estimate with the solution

Scaling gave the correct dependence on size, namely none, and the correct combination $W_{ab}^2/W_{bb}$. The exact result fixes $C=1$. The guess that dropped the coupling gave 0.315 instead of 0.553, which is 43% below the exact mass.

Why $C$ has the same value for every potential can be seen from perturbation theory itself. Let $|j\rangle$ be the real transverse states at $k=0$, with energies $E_j$. Since $[b,\kappa_b^2]=2i\kappa_b$,

$$
[b,H_0]=\frac{i\hbar^2W_{bb}}m\kappa_b .
$$

Taking the matrix element between $\langle n|$ and $|j\rangle$ gives

$$
\langle n|\kappa_b|j\rangle=\frac{im}{\hbar^2W_{bb}}(E_n-E_j)\langle n|b|j\rangle .
$$

The energy difference cancels the denominator of second-order perturbation theory:

$$
\sum_{n\ne j}\frac{|\langle n|\kappa_b|j\rangle|^2}{E_n-E_j}
=\frac{im}{\hbar^2W_{bb}}\langle j|\kappa_b b|j\rangle
=\frac{m}{2\hbar^2W_{bb}} .
$$

The term $n=j$ could be added to complete the sum because $\langle j|\kappa_b|j\rangle=0$. The last step uses $[b,\kappa_b]=i$ together with $\langle b\kappa_b+\kappa_bb\rangle=0$ in a real state, which give $\langle\kappa_bb\rangle=-i/2$. States degenerate with $|j\rangle$ do not contribute, because their matrix elements of $\kappa_b$ vanish. Multiplying by the square of the coupling strength, with the minus sign of second order, yields

$$
\Delta E_j=-\left(\frac{\hbar^2kW_{ab}}m\right)^2\frac m{2\hbar^2W_{bb}}
=-\frac{\hbar^2k^2}{2m}\frac{W_{ab}^2}{W_{bb}} .
$$

This is $C=1$ for every subband. The exact solution adds that no higher powers of $k$ follow.

The size of the effect can be seen in a wire whose potential does not separate. Take a cross-section of $L_b=6$ nm by $L_c=5$ nm, with $b$ and $c$ measured from one corner, and let

$$
V=V_0\,\frac b{L_b}\left(\frac c{L_c}\right)^2,\qquad V_0=80\text{ meV}.
$$

The Hamiltonian $H_k$ of a [100] valley was diagonalized numerically in products of box sine functions, 22 in each direction. Between $k=0$ and $k=0.3$ nm$^{-1}$ the lowest level rises by 6.20 meV. With $\hbar^2/2m=38.10$ meV nm$^2$, the two masses predict

$$
\frac{38.10\times0.3^2}{0.553}=6.20\text{ meV},\qquad
\frac{38.10\times0.3^2}{0.315}=10.9\text{ meV}.
$$

Dropping the coupling overstates the kinetic energy by about three quarters.

## A wide wire and a film

The mass 0.315 does have a meaning. In a film confined along $c$ alone, $k_b$ is a good quantum number. Motion along $a$ at fixed $k_b=0$ then has the energy $\hbar^2W_{aa}k^2/2m$ above the subband edge. Yet a wire keeps the mass 0.553 however large its width $L_b$ becomes. The two statements must agree when the wire is very wide.

For hard walls and $V=0$ inside, the dependence on $b$ is $e^{iqb}\sin(j\pi b/L_b)$, with $j=1,2,\ldots$ This combines the wave numbers $q+j\pi/L_b$ and $q-j\pi/L_b$. Following one subband means fixing $j$, and both wave numbers then move with $q$ as $k$ grows. Staying at $k_b=0$ requires instead $j\pi/L_b=|q|$, so $j$ must increase with $k$. Along that path the energy, apart from the constant part due to $c$, is

$$
\frac{\hbar^2}{2m}\left(\frac{k^2}{m_w}+W_{bb}q^2\right)
=\frac{\hbar^2k^2}{2m}\left(W_{aa}-\frac{W_{ab}^2}{W_{bb}}+\frac{W_{ab}^2}{W_{bb}}\right)
=\frac{\hbar^2k^2}{2m}W_{aa}.
$$

The film mass describes a path that crosses many closely spaced wire subbands; the wire mass describes one subband. The latter is useful when the subbands are resolved, that is, when their spacing exceeds their broadening by scattering.

## Which valleys are lowest

The axial mass does not depend on the cross-section, but the order of the subbands does. For a rectangle of width $L_b$ and height $L_c$ with $V=0$ inside, the lowest state at $k=0$ is a half sine wave in each direction:

$$
E_1(0)=\frac{\hbar^2\pi^2}{2m}\left(\frac{W_{bb}}{L_b^2}+\frac{W_{cc}}{L_c^2}\right).
$$

The prefactor is $38.10\,\pi^2=376.0$ meV nm$^2$. The [001] pair has $W_{bb}=5.263$ and $W_{cc}=1/0.916=1.092$; the other four have $W_{bb}=3.177$ and $W_{cc}=5.263$.

For the wire of 5 nm by 5 nm,

$$
E_{\text{pair}}=376.0\left(\frac{5.263}{25}+\frac{1.092}{25}\right)=95.6\text{ meV},
$$

$$
E_{\text{four}}=376.0\left(\frac{3.177}{25}+\frac{5.263}{25}\right)\approx127\text{ meV}.
$$

The pair with axial mass 0.19 is lower by 31 meV. For the fin 5 nm wide and 10 nm high,

$$
E_{\text{pair}}=376.0\left(\frac{5.263}{25}+\frac{1.092}{100}\right)=83.3\text{ meV},
$$

$$
E_{\text{four}}=376.0\left(\frac{3.177}{25}+\frac{5.263}{100}\right)=67.6\text{ meV}.
$$

Now the four valleys with axial mass 0.553 are lower, by 16 meV. The difference of the two general expressions shows where the order changes:

$$
E_{\text{four}}-E_{\text{pair}}
=\frac{\hbar^2\pi^2}{2m}\left(\frac1{m_t}-\frac1{m_l}\right)
\left(\frac1{L_c^2}-\frac1{2L_b^2}\right).
$$

The first bracket is positive because $m_l>m_t$. For parabolic valleys in a rectangle with hard walls and $V=0$ inside, the levels cross at $L_c=\sqrt2\,L_b$, whatever the values of the two masses; for a width of 5 nm this is a height of 7.07 nm. The [001] pair is heavy along the height, so it suffers least in a low wire. The other four are heavier along the width, and they win once the height costs little energy.

The change matters for transport. At the same kinetic energy above its subband edge, an electron has an axial velocity proportional to $1/\sqrt{m_w}$. It is faster in the [001] pair by the factor $\sqrt{0.553/0.19}=1.7$. How much of this factor is seen depends on temperature. At 300 K the thermal energy is 26 meV, comparable with the separations of 31 and 16 meV. For nondegenerate electrons a subband is weighted by its number of valleys times $\sqrt{m_w}$, which favours the four valleys by $2\times1.7=3.4$. The pair then holds only about half of the electrons in the wire of 5 nm by 5 nm, and about a quarter in the fin. The lowest group alone carries the electrons only when the temperature and the density are low.

## Where the result fails

The phase transformation needs one mass tensor throughout the cross-section. If the wave function enters an oxide with a different ratio $W_{ab}/W_{bb}$, no single $q$ removes the coupling in both materials. Walls whose position varies along the wire make $V$ depend on $a$, and $k$ is then no longer conserved.

The parabolic valley is itself an approximation. The confinement energies found here are of order 100 meV, so nonparabolicity alters both the edges and the masses, more strongly in thinner wires. At a width of 5 nm it is already appreciable. A two-band description, which includes the coupling to the next conduction band, lowers the edge of the [001] pair by roughly 10 meV and its axial mass by nearly a fifth. With hard walls, the order of the valleys in the two cross-sections treated above stays the same, but the crossing moves to a height near 7.8 nm and the advantage of the four valleys in the fin shrinks from 16 to about 9 meV. A finite barrier acts in the same direction: for parabolic valleys and an oxide with a barrier of 3.15 eV and a mass of 0.5, the crossing lies near 8 nm and the advantage in the fin is about 6 meV. The order in a real fin of this size is therefore not settled by the hard-wall parabolic model. Sharp walls can also couple different valleys, and strain can change their energies and masses. These effects lie outside the model, and the values 0.19 and 0.553 should be read as its results for an unstrained wire, thick enough that the other effects remain small.

Numerical values quoted here were computed with a short program.
